# Absorption probability for Ehrlich–Schwoebel edges in Brownian simulation, with finite-step correction: verification in Python

```python
# Result under test: a Brownian walker with Gaussian steps of variance
# s^2 = 2 D t, absorbed with probability p when a step ends beyond an edge and
# mirrored otherwise, sees an edge of kinetic length d (D dn/dx = D n / d) if
#   plain rule      p = sqrt(pi D t) / d              (error of order sqrt(t))
#   corrected rule  p = sqrt(pi D t) / (d + c0 s)     (error of order t)
# Symbols: D diffusion coefficient, t time step, s rms step, L strip width,
# c0 boundary-layer constant, E_edge extra barrier at a descending edge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ndtr, dawsn
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve
import mpmath

ROOT = np.sqrt(np.pi / 2)          # sqrt(pi D t) = ROOT * s


def gauss(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


def tail(u):
    return ndtr(-u)


def realised_length(p, nodes=160, reach=12.0):
    """d_eff / s from the half-space integral equation, density -> x + d_eff."""
    z, w = np.polynomial.legendre.leggauss(nodes)
    x, w = reach * (z + 1) / 2, w * reach / 2
    kernel = gauss(x[:, None] - x) + (1 - p) * gauss(x[:, None] + x)
    matrix = np.eye(nodes) - kernel * w
    # beyond the reach the unknown (density minus x) is constant
    matrix[:, -1] -= tail(reach - x) + (1 - p) * tail(reach + x)
    source = (2 - p) * (gauss(x) - x * tail(x))
    return np.linalg.solve(matrix, source)[-1]


def layer_constant():
    """Small-p boundary-layer constant from its Fourier integral."""
    def integrand(k):
        f = np.sqrt(2) * dawsn(k / np.sqrt(2)) / k
        return f * (2 / k**2 + f / np.expm1(-k * k / 2))
    low = 1e-3                      # integrand tends to 1/6 at k = 0
    part = quad(integrand, low, 5, epsabs=1e-9)[0]
    part += quad(integrand, 5, np.inf, epsabs=1e-9)[0]
    return np.sqrt(2 * np.pi) / 4 + (part + low / 6) / np.pi


def kernel_steps(p, s, width, nodes=500):
    """Mean number of steps before absorption, uniform start on a strip."""
    z, w = np.polynomial.legendre.leggauss(nodes)
    length = width / s
    x, w = length * (z + 1) / 2, w * length / 2
    total = x[:, None] + x
    kernel = gauss(x[:, None] - x)
    kernel += (1 - p) * (gauss(total) + gauss(2 * length - total))
    steps = np.linalg.solve(np.eye(nodes) - kernel * w, np.ones(nodes))
    return steps @ w / length


def brownian_steps(p, s, width, atoms, rng):
    """Direct simulation: mean steps before absorption and standard error."""
    x = rng.random(atoms) * width
    step, first, second = 0, 0.0, 0.0
    while x.size:
        step += 1
        x += s * rng.standard_normal(x.size)
        out = np.flatnonzero((x < 0) | (x > width))
        if out.size:
            x[out] = np.where(x[out] < 0, -x[out], 2 * width - x[out])
            gone = out[rng.random(out.size) < p]
            if gone.size:
                first += step * gone.size
                second += float(step)**2 * gone.size
                x = np.delete(x, gone)
    mean = first / atoms
    return mean, np.sqrt((second / atoms - mean**2) / atoms)


def lattice_residence(rows, columns, edge_factor, open_sites):
    """Mean residence on a triangular lattice, unit rate per hop direction.
    Rows 1..rows lie between two descending edges; columns are periodic."""
    size = rows * columns
    matrix = lil_matrix((size, size))
    for r in range(rows):
        for c in range(columns):
            i = r * columns + c
            hops = ((0, 1), (0, -1), (1, 0), (1, -1), (-1, 0), (-1, 1))
            for dr, dc in hops:
                if 0 <= r + dr < rows:
                    j = (r + dr) * columns + (c + dc) % columns
                    matrix[i, i] += 1.0
                    matrix[i, j] -= 1.0
                else:
                    matrix[i, i] += 1.0 if c < open_sites else edge_factor
    return spsolve(matrix.tocsc(), np.ones(size)).mean()


# ---- boundary-layer theory ----
attempts = quad(tail, 0, np.inf)[0]
assert abs(attempts - 1 / np.sqrt(2 * np.pi)) < 1e-8
c0 = layer_constant()
c_of = {p: ROOT / p - realised_length(p) for p in (0.001, 0.2, 0.5, 1.0)}
zeta_length = float(-mpmath.zeta(0.5) / mpmath.sqrt(2 * mpmath.pi))
assert abs(realised_length(1.0) - zeta_length) < 1e-7
assert abs(0.001 * realised_length(0.001) / ROOT - 1) < 1e-3
assert abs(c_of[0.001] - c0) < 2e-4      # c(p) - c0 is itself of order p
mesh_shift = abs(realised_length(0.2, 240) - realised_length(0.2, 160))
assert mesh_shift < 1e-7
for ratio in (0.7, 1.0, 2.0, 5.0, 20.0):
    got = realised_length(ROOT / (ratio + c0))
    assert abs(got - ratio) < 0.05       # c varies by less than 0.05 over p

# ---- example: rough typical values for Pt(111) ----
kB = const.k / const.e                   # eV/K
T, E_diff, E_edge = 400.0, 0.26, 0.10    # K, eV, eV
prefactor, neighbour = 5e12, 0.277       # 1/s (all six directions), nm
rows = 83
a = neighbour * np.sqrt(3) / 2
L = (rows + 1) * a


def edge_length(barrier, temperature):
    return a * np.expm1(barrier / (kB * temperature))


d = edge_length(E_edge, T)
hop_rate = prefactor * np.exp(-E_diff / (kB * T))
D = hop_rate * neighbour**2 / 4          # nm^2/s
tau = L**2 / (12 * D) + L * d / (2 * D)
p_plain = 0.2
s = p_plain * d / ROOT
t = s**2 / (2 * D)
p_corr = np.sqrt(np.pi * D * t) / (d + c0 * s)
d_plain = s * realised_length(p_plain)
d_corr = s * realised_length(p_corr)

# ---- order of the time-step error on the strip ----
errors = {"plain": [], "corrected": []}
for shrink in (2.0, 4.0):
    s_now = s / shrink
    t_now = s_now**2 / (2 * D)
    for name, add in (("plain", 0.0), ("corrected", c0)):
        p_now = ROOT / (d / s_now + add)
        errors[name].append(kernel_steps(p_now, s_now, L) * t_now - tau)
order_plain = errors["plain"][0] / errors["plain"][1]
order_corr = errors["corrected"][0] / errors["corrected"][1]
assert 1.9 < order_plain < 2.1
assert 3.6 < order_corr < 4.4

# ---- direct Brownian simulation with both rules ----
rng = np.random.default_rng(12345)
atoms = 60000
mc_plain, se_plain = brownian_steps(p_plain, s, L, atoms, rng)
mc_corr, se_corr = brownian_steps(p_corr, s, L, atoms, rng)
k_plain, k_corr = kernel_steps(p_plain, s, L), kernel_steps(p_corr, s, L)
assert abs(mc_plain - k_plain) < 4 * se_plain
assert abs(mc_corr - k_corr) < 4 * se_corr
assert abs(k_corr * t / tau - 1) < 0.01
assert tau / t - mc_plain > 5 * se_plain

# ---- lattice test and neglected effects ----
factor = np.exp(-E_edge / (kB * T))
to_seconds = 6 / hop_rate                # one direction has rate hop_rate/6
tau_lat = lattice_residence(rows, 20, factor, 0) * to_seconds
tau_open = lattice_residence(rows, 20, factor, 1) * to_seconds


def implied_length(time):
    return 2 * D * (time - L**2 / (12 * D)) / L


assert abs(implied_length(tau_lat) / d - 1) < 0.01
assert abs(tau_lat / tau - 1) < 0.01
assert tau_open < tau_lat
flux = 0.01                              # monolayers per second
sites = L**2 / (neighbour**2 * np.sqrt(3) / 2)
second_adatom = flux * sites * tau
E_form = 1.0                             # eV, rough adatom formation energy
emission = np.exp(-E_form / (kB * T)) / (flux * tau)
wigner = (const.h * prefactor / (const.k * T))**2 / 24
p_one_percent = 0.01 * ROOT / c0
saving = (p_plain / p_one_percent)**2

ns = 1e9
print(f"attempts per step / (n s) = {attempts:.5f}")
print(f"c0 (Fourier integral) = {c0:.5f}")
for p_key, c_val in c_of.items():
    print(f"c at p = {p_key:g}: {c_val:.5f}")
print(f"d_eff/s at p = 1 = {realised_length(1.0):.5f}")
print(f"-zeta(1/2)/sqrt(2 pi) = {zeta_length:.5f}")
print(f"relative error of d per unit p, plain = {-c0 / ROOT:.4f}")
print(f"mesh shift of d_eff/s, 160 to 240 nodes = {mesh_shift:.1e}")
print(f"temperature = {T:.0f} K")
print(f"diffusion barrier (rough) = {E_diff:.2f} eV")
print(f"extra edge barrier (rough) = {E_edge:.2f} eV")
print(f"total hop prefactor (rough) = {prefactor:.1e} 1/s")
print(f"neighbour distance (rough) = {neighbour:.3f} nm")
print(f"row spacing a = {a:.4f} nm")
print(f"terrace width L = {L:.2f} nm")
print(f"kinetic length d = {d:.3f} nm")
print(f"D = {D:.3e} nm2/s")
print(f"D converted = {D * 1e-14:.3e} cm2/s")
print(f"rms step s = {s:.4f} nm")
print(f"time step t = {t * ns:.3f} ns")
print(f"mean hops per time step = {hop_rate * t:.1f}")
print(f"p plain = {p_plain:.4f}")
print(f"p corrected = {p_corr:.4f}")
print(f"realised d, plain = {d_plain:.3f} nm")
print(f"realised d, corrected = {d_corr:.3f} nm")
print(f"d error, plain = {100 * (d_plain / d - 1):.2f} %")
print(f"d error, corrected = {100 * (d_corr / d - 1):.2f} %")
print(f"tau, diffusion part = {L**2 / (12 * D) * ns:.1f} ns")
print(f"tau, edge part = {L * d / (2 * D) * ns:.1f} ns")
print(f"tau, continuum = {tau * ns:.1f} ns")
print(f"tau, kernel, plain = {k_plain * t * ns:.1f} ns")
print(f"tau, kernel, corrected = {k_corr * t * ns:.1f} ns")
print(f"simulated atoms per rule = {atoms}")
print(f"tau, simulated, plain = {mc_plain * t * ns:.1f} ns")
print(f"  standard error = {se_plain * t * ns:.1f} ns")
print(f"tau, simulated, corrected = {mc_corr * t * ns:.1f} ns")
print(f"  standard error = {se_corr * t * ns:.1f} ns")
print(f"error ratio when s is halved, plain = {order_plain:.3f}")
print(f"error ratio when s is halved, corrected = {order_corr:.3f}")
print(f"plain p for 1 % error of d = {p_one_percent:.4f}")
print(f"step-count ratio, that p against p = 0.2: {saving:.0f}")
print(f"tau, lattice = {tau_lat * ns:.1f} ns")
print(f"d implied by lattice = {implied_length(tau_lat):.3f} nm")
print(f"tau, lattice, 1 in 20 edge sites open = {tau_open * ns:.1f} ns")
print(f"d implied, 1 in 20 open = {implied_length(tau_open):.3f} nm")
print(f"d with edge barrier 0.08 eV = {edge_length(0.08, T):.3f} nm")
print(f"d with edge barrier 0.12 eV = {edge_length(0.12, T):.3f} nm")
print(f"d at 300 K = {edge_length(E_edge, 300.0):.2f} nm")
print(f"deposition rate = {flux:.2f} ML/s")
print(f"mean adatoms on an L x L top = {second_adatom:.1e}")
print(f"adatom formation energy (rough) = {E_form:.1f} eV")
print(f"equilibrium / deposited coverage = {emission:.1e}")
print(f"tunnelling gain of hop rate (Wigner) = {100 * wigner:.1f} %")
print("all good")
```

Printed output:

```
attempts per step / (n s) = 0.39894
c0 (Fourier integral) = 0.70897
c at p = 0.001: 0.70894
c at p = 0.2: 0.70174
c at p = 0.5: 0.69050
c at p = 1: 0.67072
d_eff/s at p = 1 = 0.58260
-zeta(1/2)/sqrt(2 pi) = 0.58260
relative error of d per unit p, plain = -0.5657
mesh shift of d_eff/s, 160 to 240 nodes = 1.6e-12
temperature = 400 K
diffusion barrier (rough) = 0.26 eV
extra edge barrier (rough) = 0.10 eV
total hop prefactor (rough) = 5.0e+12 1/s
neighbour distance (rough) = 0.277 nm
row spacing a = 0.2399 nm
terrace width L = 20.15 nm
kinetic length d = 4.125 nm
D = 5.082e+07 nm2/s
D converted = 5.082e-07 cm2/s
rms step s = 0.6582 nm
time step t = 4.263 ns
mean hops per time step = 11.3
p plain = 0.2000
p corrected = 0.1797
realised d, plain = 3.663 nm
realised d, corrected = 4.129 nm
d error, plain = -11.20 %
d error, corrected = 0.10 %
tau, diffusion part = 665.9 ns
tau, edge part = 817.8 ns
tau, continuum = 1483.7 ns
tau, kernel, plain = 1395.5 ns
tau, kernel, corrected = 1488.0 ns
simulated atoms per rule = 60000
tau, simulated, plain = 1400.3 ns
  standard error = 6.0 ns
tau, simulated, corrected = 1500.0 ns
  standard error = 6.3 ns
error ratio when s is halved, plain = 1.976
error ratio when s is halved, corrected = 3.955
plain p for 1 % error of d = 0.0177
step-count ratio, that p against p = 0.2: 128
tau, lattice = 1481.9 ns
d implied by lattice = 4.116 nm
tau, lattice, 1 in 20 edge sites open = 1201.9 ns
d implied, 1 in 20 open = 2.704 nm
d with edge barrier 0.08 eV = 2.203 nm
d with edge barrier 0.12 eV = 7.557 nm
d at 300 K = 11.24 nm
deposition rate = 0.01 ML/s
mean adatoms on an L x L top = 9.1e-05
adatom formation energy (rough) = 1.0 eV
equilibrium / deposited coverage = 1.7e-05
tunnelling gain of hop rate (Wigner) = 1.5 %
all good
```
